# Atomic polar tensors, trace charges and infrared intensity of hydrogen fluoride

## Problem

The atomic polar tensor of nucleus $A$, also called its Born effective charge tensor, tells how the dipole moment $\boldsymbol\mu$ of a molecule changes when that nucleus is moved and the electrons readjust:

$$Z_{A,ij}=\left.\frac{\partial \mu_i}{\partial R_{Aj}}\right|_{\text{zero field}} ,\qquad i,j=x,y,z .$$

Consider hydrogen fluoride with fluorine at the origin and hydrogen on the positive $z$ axis. The level of theory is the local density approximation (LDA: Slater exchange, VWN5 correlation) in the aug-cc-pVDZ basis, with the bond length that minimizes the energy at that level.

(a) What must the tensors of all atoms add up to, in a molecule of total charge $Q$?

(b) Show that the tensors can also be found from the response of the electrons to a uniform electric field, and derive a working formula for an atom-centred basis.

(c) Compute both tensors of hydrogen fluoride and check their sum.

(d) Find the trace charge $q_A=\tfrac13(Z_{A,xx}+Z_{A,yy}+Z_{A,zz})$ of each atom, and relate it to the dipole moment and its slope.

(e) Derive the integrated infrared intensity of the stretching vibration and evaluate it. What would a rigid point charge equal to $q_{\rm H}$ give?

(f) Examine F$_2$ and NO$^+$ as a homonuclear and a charged case.

**Conventions.** The dipole points from negative to positive charge, so its energy in a field $\boldsymbol{\mathcal E}$ is $-\boldsymbol\mu\cdot\boldsymbol{\mathcal E}$. The nuclei are clamped and the origin is fixed in space. Parts (a) to (d) use Hartree atomic units, in which the elementary charge $e$ is 1. The tensors are quoted as multiples of $e$, and these multiples do not depend on the system of units (in Rydberg atomic units $e$ itself equals $\sqrt2$). Part (e) uses SI formulas.

## Solution

### (a) The sum rule

Let $\mathcal Z_A$ be the nuclear charges, $n(\mathbf r)$ the electron density and $N$ the number of electrons. Then

$$\boldsymbol\mu=\sum_A \mathcal Z_A\mathbf R_A-\int \mathbf r\,n(\mathbf r)\,d^3r .$$

Shift all nuclei by the same vector $\mathbf a$. Without a field, space is uniform, so the density moves along unchanged and becomes $n(\mathbf r-\mathbf a)$. The dipole changes by

$$\Delta\boldsymbol\mu=\Big(\sum_A\mathcal Z_A-N\Big)\mathbf a=Q\,\mathbf a .$$

The definition of the tensors gives the same change as $\Delta\mu_i=\sum_j\big(\sum_A Z_{A,ij}\big)a_j$. Since $\mathbf a$ is arbitrary,

$$\sum_A Z_{A,ij}=Q\,\delta_{ij},\qquad \sum_A q_A=Q .$$

The second relation is one third of the trace of the first. It is the sum over atoms that equals the total charge; a single tensor need not be an integer, nor isotropic. The argument survives in a finite basis if the basis functions are attached to the nuclei and move with them.

### (b) The same tensor from a field

Let $E(\mathbf R,\boldsymbol{\mathcal E})$ be the energy of the self-consistent state that develops from the field-free ground state when a weak field is turned on, in a finite basis centred on the nuclei. The orbitals make the energy stationary and the basis does not depend on the field, so only the explicit field term contributes to the first derivative: $\partial E/\partial\mathcal E_i=-\mu_i$. The force on a nucleus is $F_{Aj}=-\partial E/\partial R_{Aj}$. Because mixed derivatives can be taken in either order,

$$Z_{A,ij}=\frac{\partial\mu_i}{\partial R_{Aj}}=-\frac{\partial^2E}{\partial R_{Aj}\,\partial\mathcal E_i}=\frac{\partial F_{Aj}}{\partial\mathcal E_i}.$$

The tensor is thus also the charge with which a nucleus, together with its responding electrons, feels a weak field. Three field directions serve all atoms, whereas displacing nuclei requires three directions for each atom.

**Energy and its gradient.** Let the columns of the real matrix $C$ hold the doubly occupied orbitals, with $C^TSC=1$, where $S$ is the overlap matrix of the basis. The density matrix is $D=2CC^T$. An electron has charge $-1$ and energy $+\boldsymbol{\mathcal E}\cdot\mathbf r$ in the field, so

$$E=\mathrm{Tr}\,Dh+E_{\rm Hxc}[D]+V_{\rm nn}+\sum_i\mathcal E_i\Big(\mathrm{Tr}\,Dr_i-\sum_A\mathcal Z_AR_{Ai}\Big).$$

Here $h$ holds the kinetic energy and nuclear attraction, $E_{\rm Hxc}$ is the Hartree plus exchange-correlation energy, $V_{\rm nn}$ is the nuclear repulsion and $r_i$ is the matrix of the coordinate. The Kohn–Sham matrix is $F=\partial E/\partial D$, and the orbitals obey $FC=SC\varepsilon$ with diagonal $\varepsilon$.

Now move a nucleus; a superscript $R$ denotes the derivative with respect to $R_{Aj}$. The energy changes explicitly and through $D$. For the second part, the symmetry of $F$ and then the orbital equation give

$$\mathrm{Tr}\,F\,dD=4\,\mathrm{Tr}\,(dC^T F C)=4\sum_m\varepsilon_m(dC^TSC)_{mm}.$$

Differentiating $C^TSC=1$ and taking a diagonal element gives $2(dC^TSC)_{mm}=-(C^T\,dS\,C)_{mm}$. Therefore

$$\mathrm{Tr}\,F\,dD=-2\sum_m\varepsilon_m(C^TdS\,C)_{mm}=-\mathrm{Tr}\,W\,dS,\qquad W=2C\varepsilon C^T=\tfrac12DFD .$$

The last equality holds because $DFD=4C(C^TFC)C^T=4C\varepsilon C^T$. The gradient is

$$\frac{dE}{dR_{Aj}}=\left.\frac{\partial E}{\partial R_{Aj}}\right|_D-\mathrm{Tr}\,WS^R .$$

**Derivative with respect to the field.** The first term contains the field explicitly, which contributes $\mathrm{Tr}\,Dr_i^R-\mathcal Z_A\delta_{ij}$. It also depends on the field through $D$. With $D^{(i)}=\partial D/\partial\mathcal E_i$, this contributes $\mathrm{Tr}\,D^{(i)}F^R$, where $F^R$ is the derivative of $F$ at fixed $D$. The overlap does not depend on the field. With the minus sign in the definition of the force,

$$\boxed{Z_{A,ij}=\mathcal Z_A\delta_{ij}-\mathrm{Tr}\,Dr_i^R-\mathrm{Tr}\,D^{(i)}F^R+\mathrm{Tr}\,W^{(i)}S^R}$$

$$W^{(i)}=\tfrac12\big(D^{(i)}FD+DF^{(i)}D+DFD^{(i)}\big),\qquad F^{(i)}=r_i+G[D^{(i)}].$$

$G[D^{(i)}]$ is the first-order change of the Hartree and exchange-correlation potential caused by the density change itself.

**The density response.** Write the change of occupied orbital $m$ as $C_m^{(i)}=\sum_aC_aU_{am}$, with $a$ running over empty orbitals. Mixing among occupied orbitals may be left out: the field does not change $S$, so orthonormality makes that mixing antisymmetric, and it cancels in $D$. To first order, the orbital equation reads

$$(F-\varepsilon_mS)C_m^{(i)}+(F^{(i)}-\varepsilon_m^{(i)}S)C_m=0 .$$

Multiply from the left by $C_a^T$; the mixing among occupied orbitals that was left out would contribute nothing here, because $C_a^TFC_n=C_a^TSC_n=0$ for every occupied orbital $n$. Since $C_a^TSC_m=0$, the term with $\varepsilon_m^{(i)}$ vanishes and

$$(\varepsilon_a-\varepsilon_m)U_{am}+\big(r_i+G[D^{(i)}]\big)_{am}=0,$$

$$D^{(i)}=2\sum_{am}U_{am}\big(C_aC_m^T+C_mC_a^T\big).$$

These linear equations are self-consistent, because $G$ contains the unknown $U$. They assume a definite set of doubly occupied orbitals. They have a unique solution when the matrix acting on $U$, the level differences $\varepsilon_a-\varepsilon_m$ plus the coupling from $G$, is non-singular; it is positive definite when the energy rises to second order for every real mixing of occupied and empty orbitals.

**What the sum rule can and cannot check.** Add the boxed formula over all atoms. A rigid shift leaves $F$ (at zero field) and $S$ unchanged, so $\sum_AF^R=\sum_AS^R=0$. The same shift adds $a_iS$ to the matrix $r_i$, so $\sum_Ar_i^R=\delta_{ij}S$. What remains is $(\sum_A\mathcal Z_A-\mathrm{Tr}\,DS)\delta_{ij}=Q\delta_{ij}$, since $\mathrm{Tr}\,DS=N$. The field response $D^{(i)}$ has dropped out. A wrong $D^{(i)}$ could therefore still satisfy the sum rule, which is a necessary check but not a sufficient one. Comparison with directly displaced nuclei is needed as well.

### (c) The tensors of hydrogen fluoride

The energy minimum lies at $r=1.7682$ bohr, where the dipole moment is $\mu=0.7120\ e\,$bohr, pointing from F to H.

Symmetry fixes the form of the tensors. If H moves along $x$, the molecule stays in the $xz$ plane, so $\mu_y$ remains zero. Reversing the displacement leaves $\mu_z$ unchanged, so its derivative vanishes, and only $\mu_x$ changes to first order. If H moves along $z$, the dipole stays on the axis. Both tensors are therefore diagonal, and $xx=yy$ because the $x$ and $y$ directions are equivalent.

For the direct calculation each nucleus is moved by $\pm h$ with $h=0.010$ bohr, the electrons are converged again, and

$$Z_{A,ij}\approx\frac{\mu_i(R_{Aj}+h)-\mu_i(R_{Aj}-h)}{2h}.$$

In a Taylor expansion the even terms cancel, so the error is of order $h^2$. The results are:

| Component | F ($e$) | H ($e$) | Sum ($e$) |
|---|---:|---:|---:|
| $xx$ and $yy$ | $-0.4027$ | $0.4027$ | $0.0000$ |
| $zz$ | $-0.3353$ | $0.3353$ | $0.0000$ |

The sum is zero, as required for $Q=0$. In the displaced calculation its largest element is only $1.4\times10^{-12}\,e$, far below the error of the individual tensors, and there is a reason. Moving F by $+h$ gives the same molecule as moving H by $-h$, apart from a rigid shift, which does not alter the dipole of a neutral molecule. The two difference quotients are then opposite, including their errors of order $h^2$. For a neutral diatomic this small sum says nothing about the accuracy of each tensor.

The field-response formula supplies that information. It gives $0.4027\,e$ and $0.3353\,e$ for H, and over all elements of both tensors the two calculations differ by at most $5.6\times10^{-6}\,e$. This tests the response equations and the terms from the moving basis together.

### (d) Trace charges

From the table,

$$q_{\rm H}=\frac{2(0.4027)+0.3353}{3}\,e=0.3802\,e,\qquad q_{\rm F}=-0.3802\,e .$$

The trace does not change when the coordinate axes are rotated, so $q_A$ is independent of the orientation of the molecule.

To see what it contains, move H sideways by a small $\delta$ along $x$. The bond vector becomes $(\delta,0,r)$, and its length $\sqrt{r^2+\delta^2}$ differs from $r$ only at order $\delta^2$. To first order the molecule has merely turned about F. Its dipole turns too, giving $\mu_x=\mu\,\delta/r$. Moving H along the bond changes the length instead. Hence, for a neutral diatomic,

$$Z_{{\rm H},xx}=\frac{\mu}{r},\qquad Z_{{\rm H},zz}=\frac{d\mu}{dr}.$$

The first relation gives $0.7120/1.7682=0.4027$, in agreement with the table. Define the static charge $g(r)=\mu/r$, the point charge that would reproduce the dipole at bond length $r$. Then $d\mu/dr=g+r\,g'$, and

$$q_{\rm H}=\frac{2g+(g+r\,g')}{3}=\frac{\mu}{r}+\frac r3\frac{d}{dr}\Big(\frac{\mu}{r}\Big).$$

The computed change of the static charge on stretching gives $r\,g'=-0.0674\,e$. Thus $Z_{{\rm H},zz}=0.4027-0.0674=0.3353\,e$ and $q_{\rm H}=0.4027-0.0674/3=0.3802\,e$, as before.

The negative sign means that the static charge falls as the bond is stretched: the dipole grows, but less than in proportion to $r$. If the charge were rigid, $g'$ would vanish, the tensor would be isotropic, and all three measures of charge would coincide. The trace charge is thus a response property. It mixes the static charge $\mu/r$ with the change of that ratio on stretching, and it does not count the electrons on an atom. Because $\mu$ is the dipole of the whole density, the change of $\mu/r$ can come from distortion of the density around each atom as well as from charge passing between the atoms.

### (e) Infrared intensity

**The mode.** Let $s$ be the change in bond length, $d_{\rm F}$ and $d_{\rm H}$ the displacements along $z$, and $m_{\rm F}$ and $m_{\rm H}$ the masses. The centre of mass stays at rest, so $m_{\rm F}d_{\rm F}+m_{\rm H}d_{\rm H}=0$, while $d_{\rm H}-d_{\rm F}=s$. The solution is

$$d_{\rm H}=\frac{m}{m_{\rm H}}s,\qquad d_{\rm F}=-\frac{m}{m_{\rm F}}s,\qquad \frac1m=\frac1{m_{\rm F}}+\frac1{m_{\rm H}} .$$

The kinetic energy is $\tfrac12m^2\dot s^2(1/m_{\rm H}+1/m_{\rm F})=\tfrac12m\dot s^2$. With the normal coordinate $\xi=\sqrt m\,s$ it becomes $\tfrac12\dot\xi^2$. The dipole derivative along the mode is

$$p=\frac{d\mu_z}{d\xi}=\frac1{\sqrt m}\Big(\frac m{m_{\rm H}}Z_{{\rm H},zz}-\frac m{m_{\rm F}}Z_{{\rm F},zz}\Big)=\frac{Z_{{\rm H},zz}}{\sqrt m}.$$

The last step uses $Z_{{\rm F},zz}=-Z_{{\rm H},zz}$. In a larger molecule, where a mode moves the atoms by $L_{Aj}\xi$, the chain rule gives $p_i=\sum_{Aj}Z_{A,ij}L_{Aj}$.

**Absorbed power.** Assume a harmonic potential with angular frequency $\omega_0$ and a dipole linear in $\xi$. In these conditions the quantum mean value of $\xi$ obeys the classical equation of motion, so a classical calculation gives the net absorption. Let the light have field amplitude $\mathcal E_0$ at angle $\theta$ to the bond. The energy $-\boldsymbol\mu\cdot\boldsymbol{\mathcal E}$ gives the driving force, and with a damping rate $\gamma$

$$\ddot\xi+\gamma\dot\xi+\omega_0^2\xi=f\cos\omega t,\qquad f=p\,\mathcal E_0\cos\theta .$$

The steady solution is the real part of $\xi_\omega e^{-i\omega t}$ with $\xi_\omega=f/(\omega_0^2-\omega^2-i\gamma\omega)$. The velocity amplitude is $-i\omega\xi_\omega$, and the mean absorbed power is

$$P=\tfrac12\,\mathrm{Re}\,\big[f(-i\omega\xi_\omega)\big]=\tfrac12f^2\ell(\omega),\qquad \ell(\omega)=\frac{\gamma\omega^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}.$$

In a gas all orientations are equally likely, so $\cos^2\theta$ averages to $\tfrac13$. The molecules are taken as fixed in orientation while they absorb, and as dilute enough not to alter the field at one another. Dividing $P$ by the incident flux $\tfrac12\varepsilon_0c\,\mathcal E_0^2$ gives the absorption cross-section

$$\sigma(\omega)=\frac{p^2}{3\varepsilon_0c}\,\ell(\omega).$$

**Integration over the band.** Put $u=\omega-\omega_0^2/\omega$. Dividing numerator and denominator of $\ell$ by $\omega^2$ gives $\ell=\gamma/(u^2+\gamma^2)$. Let $J=\int_0^\infty\ell\,d\omega$. The substitution $\omega\to\omega_0^2/\omega$ changes $u$ into $-u$ and leaves $\ell$ unchanged, so $J=\int_0^\infty\ell\,(\omega_0^2/\omega^2)\,d\omega$ as well. Add the two forms and use $du=(1+\omega_0^2/\omega^2)\,d\omega$:

$$2J=\int_{-\infty}^{\infty}\frac{\gamma\,du}{u^2+\gamma^2}=\pi,\qquad J=\frac\pi2 .$$

The wavenumber is $\tilde\nu=\omega/(2\pi c)$. Integrating $\sigma$ over it and multiplying by the Avogadro constant $N_{\rm A}$ gives the intensity per mole,

$$\boxed{A=N_{\rm A}\,\frac1{2\pi c}\,\frac{p^2}{3\varepsilon_0c}\,\frac\pi2=\frac{N_{\rm A}\,p^2}{12\,\varepsilon_0c^2}}$$

This refers to attenuation written as $e^{-\sigma n_{\rm m}l}$ for number density $n_{\rm m}$ and path length $l$, that is, to the natural logarithm. Damping and frequency have dropped out. Direct integration of the spectrum with $\gamma/\omega_0=0.02$ and $0.20$ confirms the formula.

**Numbers.** The reduced mass is

$$m=\frac{18.9984\times1.0080}{18.9984+1.0080}\ {\rm u}=0.9572\ {\rm u}.$$

Hence $p=0.3353/\sqrt{0.9572}=0.3427\ e/\sqrt{\rm u}$. A derivative of $1\ e/\sqrt{\rm u}$ corresponds to $974.88$ km/mol, so

$$A=974.88\times0.3427^2\ {\rm km/mol}=114.5\ {\rm km/mol}.$$

The force constant $k=0.5663$ hartree/bohr$^2$, whose last digit moves by one or two units with the integration grid and the differentiation step, places the band at $\sqrt{k/m}/(2\pi c)=3954\ {\rm cm}^{-1}$ in the harmonic approximation.

A rigid point charge $q_{\rm H}=0.3802\,e$ would give $147$ km/mol, which is 29% above the value from the tensor. The ratio is $(0.3802/0.3353)^2=1.29$. The stretch probes $Z_{{\rm H},zz}$, whereas the trace charge also contains the larger sideways components.

These are values for the stated functional and basis. They leave out rotation of the molecule during absorption, anharmonicity, curvature of the dipole function, the error of the LDA and the incompleteness of the basis, and they should not be read as measured values. They are stable against a finer integration grid, but how far they move in a larger basis is not determined here.

### (f) A homonuclear and a charged molecule

Both controls use the LDA in the 6-31G* basis, with five spherical d functions per atom, at chosen bond lengths.

**F$_2$, 2.67 bohr.** Inversion through the midpoint exchanges the atoms and reverses both displacements and dipoles. Moving atom 1 by $\mathbf d$ produces the dipole $Z_1\mathbf d$. The inverted situation is atom 2 moved by $-\mathbf d$, with dipole $-Z_1\mathbf d$. Hence $Z_2(-\mathbf d)=-Z_1\mathbf d$, so $Z_1=Z_2$. The sum rule demands $Z_1=-Z_2$, and both tensors must vanish. The largest computed element is $2.5\times10^{-7}\,e$. The stretch then has $p=0$ and no infrared intensity within this linear-dipole model.

**NO$^+$, 2.01 bohr.** The sum must now be $+1\,e$ in each diagonal element. The field-response formula gives, with N first and O second:

$$xx:\ 0.5343+0.4657=1.0000,\qquad zz:\ 0.8973+0.1027=1.0000 .$$

In this basis the two atoms share the charge almost equally in the sideways response, but very unequally along the bond. The sum is fixed, while the split depends on the basis: with six Cartesian d functions per atom the $zz$ elements become $0.893$ and $0.107$, a shift of $0.004\,e$.

For an ion the dipole depends on the origin. Moving the origin by $\mathbf b$ changes it by the constant $-Q\mathbf b$, which disappears on differentiation, so the tensors are still well defined. The shortcut $p=Z_{zz}/\sqrt m$ fails, however, because it used opposite tensors. The mode derivative must then be formed from both tensors with their mass factors.

## Values computed for the example and the checks

```
Hydrogen fluoride, LDA (Slater+VWN), aug-cc-pVDZ
bond length r: 1.7682 bohr
dipole moment: 0.7120 e bohr
displacement step: 0.010 bohr
Z_F,xx from displaced dipoles: -0.4027 e
Z_F,yy from displaced dipoles: -0.4027 e
Z_F,zz from displaced dipoles: -0.3353 e
Z_H,xx from displaced dipoles: 0.4027 e
Z_H,yy from displaced dipoles: 0.4027 e
Z_H,zz from displaced dipoles: 0.3353 e
Z_H,xx from field response: 0.4027 e
Z_H,yy from field response: 0.4027 e
Z_H,zz from field response: 0.3353 e
largest difference of the two roads: 5.6e-06 e
largest element of sum, displaced: 1.4e-12 e
largest element of sum, response: 9.5e-07 e
trace charge of F: -0.3802 e
trace charge of H: 0.3802 e
static charge dipole/r: 0.4027 e
charge-flow term r d(dipole/r)/dr: -0.0674 e
dipole slope from direct stretch: 0.3353 e
mass of F: 18.9984 u
mass of H: 1.0080 u
reduced mass: 0.9572 u
force constant from energies: 0.5663 hartree/bohr^2
force constant from forces: 0.5665 hartree/bohr^2
harmonic wavenumber: 3954 cm^-1
mode dipole derivative p: 0.3427 e/sqrt(u)
intensity for p = 1 e/sqrt(u): 974.88 km/mol
infrared intensity: 114.5 km/mol
intensity from spectrum, damping 0.02: 114.5 km/mol
intensity from spectrum, damping 0.20: 114.5 km/mol
intensity if rigid trace charge: 147.3 km/mol
Controls, LDA (Slater+VWN), 6-31G*
F2 chosen bond length: 2.67 bohr
F2 largest tensor element: 2.5e-07 e
NO+ chosen bond length: 2.01 bohr
NO+ N, xx: 0.5343 e
NO+ N, zz: 0.8973 e
NO+ O, xx: 0.4657 e
NO+ O, zz: 0.1027 e
NO+ sum, xx: 1.0000 e
NO+ sum, zz: 1.0000 e
```
